Why a fast diffuser barely averages speckle within one laser pulse

A diffuser moving at 20 m/s behind a pulsed laser travels 2 µm during a 100 ns pulse. If the light it transmits has a grain of 20 µm, the speckle contrast of that pulse falls from 1 to 0.998. The speed seems high and the result is almost nothing. The travel is a tenth of a grain, yet the contrast falls by 0.17 %, not by a tenth. Both the smallness and the size of that number follow from a model that can be solved in closed form.

**The model**

Laser light of one polarisation and one spatial mode passes a thin diffuser, which multiplies the field by a phase factor D(x) with |D| = 1. The diffuser moves along x at speed v. Fixed optics behind it bring light from many of its grains to each point of the exposed plane. The field at one such point is

A(t) = ∫ h(x) D(x − vt) dx.

The weight h(x) belongs to the fixed optics and differs from point to point. I assume that these optics scramble the light finely: over the set of exposed points, h has zero mean and random phase, and its values at different x are uncorrelated, even within one grain,

⟨h(x) h*(x′)⟩ = κ(x) δ(x − x′).

Averaging over points then gives

⟨A(t₁) A*(t₂)⟩ = ∫ κ(x) D(x − vt₁) D*(x − vt₂) dx.

If the beam covers many grains, the product of the two D factors may be replaced by its mean, which depends on the displacement alone. Call it μ(s) = ⟨D(x + s) D*(x)⟩, with μ(0) = 1. Dividing by the mean intensity Ī = ∫ κ dx leaves the normalised time correlation of the field,

γ = μ(v(t₂ − t₁)).

So the field at a fixed point forgets its past as fast as the diffuser's transmitted field changes under displacement. I take a smooth grain of length ℓ,

μ(s) = exp(−s²/ℓ²), ℓ = 20 µm.

**From field to dose**

The field A is a sum of many contributions with random phases, so it is a circular Gaussian variable: its real and imaginary parts are independent Gaussians of equal variance a². Then Ī = 2a², while ⟨I²⟩ = 3a⁴ + 3a⁴ + 2a⁴ = 8a⁴ = 2Ī². The variance of I is therefore Ī², and an instantaneous pattern has contrast 1, where contrast C means standard deviation divided by mean.

For two instants, split the later field into a remembered part and a new part:

A₂ = γ* A₁ + √(1 − |γ|²) B,

where B is independent of A₁ and has the same mean intensity. This reproduces the required correlation ⟨A₁A₂*⟩ = γĪ. In ⟨I₁I₂⟩ the cross terms vanish because B has zero mean, so

⟨I₁I₂⟩ = |γ|² · 2Ī² + (1 − |γ|²) Ī² = Ī² (1 + |γ|²).

The resist responds to the dose. For a rectangular pulse of length T, let W be the time average of I over the pulse. Its variance divided by Ī² is the average of |γ|² over all pairs of instants. Pairs with delay τ fill a length T − τ, and each delay occurs with both signs. With u = τ/T,

C² = 2 ∫₀¹ (1 − u) |μ(vTu)|² du.

Let r = vT/ℓ be the travel in grains, and b = √2 r. Then |μ|² = exp(−b²u²), and the two parts of the integral are

∫₀¹ exp(−b²u²) du = √π erf(b)/(2b),

∫₀¹ u exp(−b²u²) du = (1 − exp(−b²))/(2b²).

Hence

C² = √π erf(b)/b − (1 − exp(−b²))/b².

**Short travel**

For small b, expand the exponential before integrating:

C² ≈ 2 ∫₀¹ (1 − u)(1 − b²u²) du = 1 − 2b²(1/3 − 1/4) = 1 − b²/6 = 1 − r²/3.

Taking the square root gives C ≈ 1 − r²/6. Here r = 2 µm / 20 µm = 0.1, so 1 − C² ≈ 0.01/3 = 0.00333. The full formula gives 0.00332, and C = 0.998.

The quantity 1 − C² has a direct meaning. At every instant ⟨I²⟩ = 2Ī², while ⟨W²⟩ = Ī²(1 + C²). Their difference, Ī²(1 − C²), is the variance of the intensity in time during the pulse, averaged over points. Its root is √0.00332 ≈ 0.058, so the intensity at a point wanders by about 6 % of the mean. That drift is of first order in r. Contrast depends on its square, which is why a tenth of a grain buys so little. Bright points stay bright and dark points stay dark.

A simulation confirms this. Random phase screens with a 20 µm field grain were moved by 2 µm in front of a fixed random-phase scrambler, and the far-field intensity was followed in time. Its mean temporal variance was 0.00334 Ī².

For a smooth grain and short travel, the pulse shape enters only through its variance in time. For a normalised pulse shape, the mean of (t₁ − t₂)² over pairs of instants is twice the variance of t, so for short travel

1 − C² ≈ (2v²/ℓ²) · 2 Var(t) = 4v² Var(t)/ℓ².

A Gaussian pulse P(t) with the same effective length, (∫P dt)²/∫P² dt = 100 ns, has an rms duration of 28.2 ns and gives 0.0032, close to the rectangular pulse. A long tail raises the loss: an exponential decay P ∝ exp(−t/τ) has effective length 2τ and rms duration τ, so for 100 ns the rms duration is 50 ns and 1 − C² is about 0.01.

**Long travel**

When b is large, erf(b) tends to 1 and the exponential vanishes:

C² ≈ √π/b − 1/b².

The contrast now falls slowly, in the end as 1/√r. A travel of one full grain leaves C = 0.874, and four grains leave 0.531; the simulated screens gave 0.874 and 0.533. Halving the contrast within one pulse takes a travel of 91.5 µm, hence a speed of 91.5 µm / 100 ns = 915 m/s.

**What counts as a grain**

The length ℓ describes the transmitted field, and it can be much shorter than the bumps on the surface. Suppose the relief imposes a Gaussian random phase of rms value σ, with correlation exp(−s²/L²). The phase difference between two points a distance s apart has variance 2σ²(1 − exp(−s²/L²)). The mean of exp(iΔ) for a Gaussian Δ of zero mean is exp(−Var(Δ)/2), so

μ(s) = exp[−σ²(1 − exp(−s²/L²))].

For large σ the decay happens at s ≪ L, where the bracket becomes −σ²s²/L². The field grain is then ℓ ≈ L/σ. With σ = 2π, bumps of 20 µm give a field grain of 3.2 µm, and the same 2 µm travel lowers the contrast to 0.942. The simulated screens, which had σ = 2π, needed bumps of 126 µm to produce a 20 µm field grain.

Sharp edges also matter. Let the diffuser consist of cells of width ℓ with independent random phases. After a displacement s < ℓ, a fraction s/ℓ of the area has a new, unrelated phase, so μ = 1 − s/ℓ. For r ≤ 1,

C² = 2 ∫₀¹ (1 − u)(1 − ru)² du = 2[1/2 − 2r/6 + r²/12] = 1 − 2r/3 + r²/6.

At r = 0.1 this is 0.935, or C = 0.967. The loss is now linear in r, because a tenth of the area is replaced completely instead of all of it changing slightly. A simulation of such cells gave 1 − C² = 0.065, as the formula does. The reduction is twenty times that of the smooth grain, but still only 3 %.

**Why the fixed optics matter**

Remove the scrambler and observe the bare far field in a direction labelled by q. With beam amplitude P(x) and displacement s,

A(s) = ∫ P(x) D(x − s) exp(−iqx) dx = exp(−iqs) ∫ P(y + s) D(y) exp(−iqy) dy,

where x = y + s. The factor in front drops out of the intensity. What remains is the same diffuser pattern under a shifted beam, so the speckle changes when new grains enter the beam. For a beam much wider than a grain, the field correlation has the magnitude of the overlap of P(y) and P(y + s). With P = exp(−x²/w²), use y² + (y + s)² = 2(y + s/2)² + s²/2. The normalised overlap is exp(−s²/(2w²)), and the intensity correlation is its square, exp(−s²/w²).

For w = 5 mm, a simulated shift of one grain left the bare far-field pattern with correlation 1.000, while the scrambled pattern kept 0.140. A shift of one beam radius brought the bare pattern to 0.368, which is 1/e. The grain therefore sets the scale when fixed optics mix the grains finely; in the bare far field the beam radius does, and motion within one pulse achieves even less.

**Between pulses**

At 6 kHz the diffuser moves 20 m/s / 6000 s⁻¹ = 3.33 mm from one pulse to the next, or 167 grains. Behind the fine scrambler, successive patterns are then independent. In the bare far field of a beam with w = 5 mm they are not: they keep an intensity correlation exp(−(3.33/5)²) = 0.64, and 40 pulses would reach only about 0.25. Their variances add, so the sum of N equal pulses has N times the mean and √N times the standard deviation of one, and the contrast is C/√N. Eight simulated pulses gave 0.355, against 1/√8 = 0.354. For 40 pulses the model gives 0.998/√40 = 0.158, provided the beam covers very many grains. A finite beam leaves a residual |γ|² of about ℓ/(√2 w) between any two pulses in one dimension, which for w = 5 mm is 0.0028 and raises the contrast to about 0.167; on a two-dimensional diffuser the residual is the square of this and negligible. With the diffuser parked and everything else fixed, the 40 patterns would coincide and the contrast would stay at 1. In a scanner the wafer is not fixed: at 0.7 m/s it moves 117 µm between pulses, thousands of speckle widths, so a wafer point meets 40 independent intensities and reaches about 1/√40 even with the diffuser parked.

This needs a new diffuser position for every pulse, well over a grain away from all earlier ones. The path over 40 pulses is 130 mm. On a disc with a shorter track, a later pulse can repeat an earlier pattern, but only if it finds the disc within about a grain of an earlier position.

**Beside a real scanner**

The pulse length, pulse rate and pulse count are rough values for an ArF immersion scanner; the diffuser's speed and grain, and the fine fixed scrambler behind it, are model choices. If the scrambler's own grain is not small compared with ℓ, the pattern changes more slowly and the diffuser does even less within a pulse. Another assumption that fails badly is the single mode of light. A linewidth of roughly 0.3 pm at 193.4 nm, taken as the full width at half maximum, is 2.40 GHz, and for a Gaussian line the coherence time, defined as ∫|γ|² dτ, is √(2 ln 2/π)/(2.40 GHz) = 0.276 ns. The pulse then holds 362 coherence times. If very many spatial modes fluctuate independently, the source alone brings C to 1/√362 ≈ 0.053. The diffuser moves 5.5 nm in one coherence time and, in this limit of unlimited modes, lowers that value by a further relative 10⁻⁸. With M modes a part of about 1/M of C² is not averaged by the source and responds as in the single-mode case, so the relative cut is about 10⁻³ for 100 modes and 4 × 10⁻⁴ for 1000, approaching 0.17 % for a few modes. A fluctuation common to the whole beam does not average speckle if path differences in the optics are far shorter than the coherence length of about 8 cm, since it then merely rescales one fixed pattern. In a simulation with 16 time slots, C² was 0.063 for independent modes and 0.995 for a common fluctuation. A real beam has a finite number of modes, so for a Gaussian line of this width 0.053 is a lower limit for this source effect and not a prediction. It also depends on the line shape and on how the linewidth is defined: a Lorentzian line of the same full width has a coherence time of 0.13 ns and a limit of 0.036, and for a Gaussian line, if 0.3 pm is the width that holds 95 % of the energy, the coherence time is 0.46 ns and the limit is 0.068.

Two further effects also exceed that of the diffuser. At a rough scan speed of 0.7 m/s the wafer moves 70 nm during the pulse. Illumination speckle that stands still in space, formed by a uniformly filled aperture of 1.2, has an intensity correlation that falls to half at 41.5 nm. In a scalar estimate, the scan alone gives C = 0.876. At this aperture the field also has a longitudinal component: in a medium of index 1.7 a static polarised pattern already has a contrast near 0.88, and the scan multiplies it by about 0.87 or 0.92 for polarisation across or along the scan. At small aperture, complete depolarisation adds two equal independent patterns, which multiplies the contrast by 1/√2 = 0.707; at an aperture of 1.2 the longitudinal component makes the factor about 0.72. The value 0.998 thus isolates what diffuser motion does within a pulse; it is not the speckle contrast of a scanner. The numerical output lists the values used here.

Table of computed values

```
diffuser speed                        20 m/s
pulse length                          100 ns
field grain of diffuser               20 um
travel in one pulse                   2.00 um
travel / grain                        0.100
loss 1-C^2, closed form               0.003320
loss 1-C^2, small-travel law          0.003333
loss 1-C^2, simulated screens         0.003343
contrast C after one pulse            0.99834
contrast reduction                    0.166 %
effective number of patterns 1/C^2    1.00333
loss 1-C^2, Gaussian pulse            0.003168
rms duration of Gaussian pulse        28.21 ns
C at travel 20 um: formula, simulated 0.874, 0.874
C at travel 80 um: formula, simulated 0.531, 0.533
travel for C = 0.5 in one pulse       91.5 um
speed for C = 0.5 in one pulse        915 m/s
sharp cells: loss 1-C^2, formula      0.06500
sharp cells: loss 1-C^2, simulated    0.06504
sharp cells: contrast C               0.9670
deep relief: rms phase                6.283 rad
deep relief 20 um: field grain        3.18 um
deep relief 20 um: contrast C         0.9417
relief length for 20 um field grain   125.7 um
beam radius in far-field test         5.0 mm
memory after one grain, scrambled     0.140
memory after one grain, bare          1.0000
memory after one beam radius, bare    0.368
pulse rate                            6 kHz
travel between pulses                 3.33 mm
travel between pulses / grain         167
C of 8 pulses: 1/sqrt(N), simulated   0.354, 0.355
pulses per wafer point                40
C after all pulses, moving diffuser   0.158
diffuser path over all pulses         130 mm
wavelength                            193.4 nm
laser linewidth (FWHM)                0.3 pm
laser linewidth in frequency          2.40 GHz
laser coherence time                  0.276 ns
pulse / coherence time                362
C from many-mode source alone         0.0525
further relative cut by diffuser      1.2e-08
C^2 of 16 slots, independent modes    0.0632
C^2 of 16 slots, common fluctuation   0.995
wafer scan speed                      0.7 m/s
illumination aperture                 1.2
wafer travel in one pulse             70 nm
speckle half-width at half maximum    41.5 nm
C from wafer scan alone               0.876
C factor for full depolarisation      0.707
```
